# Gallium 3d correlation and the Ga–C bond length of monomeric GaCH3

## Problem

Monomeric GaCH$_3$ is a Ga(I) compound with one Ga–C bond, a lone pair on gallium and threefold symmetry about the bond. Its shape is fixed by the Ga–C length $r$, the C–H length $R$ and the Ga–C–H angle $a$. The filled 3d shell of gallium can be frozen in a correlation calculation, so that only the valence electrons are correlated. Find the Ga–C length in second-order Møller–Plesset theory (MP2), first with the ten 3d electrons frozen and then with them correlated, in one basis suited to both shells. How large is

$$\Delta r=r_{\text{3d correlated}}-r_{\text{3d frozen}},$$

and which electron pairs cause it?

The molecule is isolated and closed-shell, the Hamiltonian is non-relativistic, and the nuclei are at rest. C 1s and Ga 1s to 3p are frozen at both levels. Lengths are in Å and energies in hartree ($E_h$).

## A first estimate by scaling

Correlation between the 3d shell and the methyl group includes a dispersion attraction. Model each as a polarisable centre with one excitation energy, $\Delta_d$ or $\Delta_m$. In atomic units, with $z$ along the bond, the coupling of their dipoles is

$$V=\frac{x_dx_m+y_dy_m-2z_dz_m}{r^3}.$$

In second order each term excites both centres. If $\mu_d^2$ and $\mu_m^2$ are the squared transition dipoles along one axis, the squared coefficients add to $1+1+4=6$:

$$U=-\frac{6\,\mu_d^2\mu_m^2}{r^6(\Delta_d+\Delta_m)}.$$

The polarisability of such a centre is $\alpha=2\mu^2/\Delta$, so $\mu^2=\alpha\Delta/2$ and

$$U=-\frac{C_6}{r^6},\qquad C_6=\frac32\,\alpha_d\alpha_m\frac{\Delta_d\Delta_m}{\Delta_d+\Delta_m}.$$

With $\alpha$ as a volume in Å$^3$ and $\Delta$ in $E_h$, $C_6$ is in $E_h\,$Å$^6$.

The slope $dU/dr=6C_6/r^7$ is positive, so the attraction shortens the bond. A bond of stiffness $k$ responds by

$$\Delta r\approx-\frac{6C_6}{k\,r^7}.$$

Rough inputs are $\alpha_d=0.2$ Å$^3$, $\alpha_m=2$ Å$^3$, $\Delta_d=1.2\,E_h$, $\Delta_m=0.4\,E_h$, $r=2.0$ Å and $k=0.4\,E_h/$Å$^2$. The value of $\Delta_d$ is only the 3d binding energy. An uncoupled Hartree–Fock sum gives $\alpha_d=0.16$ Å$^3$ with a mean excitation energy near $3.3\,E_h$, but that pair leaves $C_6$ almost unchanged, because $\Delta_d\Delta_m/(\Delta_d+\Delta_m)$ is governed by the smaller energy. With the rough inputs,

$$C_6=1.5\times0.2\times2\times\frac{1.2\times0.4}{1.6}=0.18\,E_h\,\text{Å}^6,$$

$$\frac{dU}{dr}=\frac{6\times0.18}{2.0^7}=0.0084\,E_h/\text{Å},\qquad \Delta r\approx-\frac{0.0084}{0.4}=-0.021\ \text{Å}.$$

The formula holds for centres far apart. At 2 Å the electron clouds overlap, so only the sign and the order of magnitude deserve attention.

## Solution within MP2

### Separating the 3d contribution

Let $i,j$ be occupied and $a,b$ empty canonical Hartree–Fock orbitals (here $a$ is an orbital label, not the angle), with energies $\varepsilon$. In spin orbitals the second-order energy is

$$E^{(2)}=\frac14\sum_{ijab}\frac{|\langle ij|ab\rangle-\langle ij|ba\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Expand the square for real orbitals. Exchanging the labels $a$ and $b$ shows that the two squared terms give equal sums, so the numerator may be replaced by $2\langle ij|ab\rangle(\langle ij|ab\rangle-\langle ij|ba\rangle)$. Taking the factor 2 outside the sum changes the prefactor from $1/4$ to $1/2$.

Now sum over spin. The direct product survives for four spin assignments, because the spins of $i$ and $j$ are independent. The exchange product needs all spins equal and survives for two. With spatial integrals $(ia|jb)=\langle ij|ab\rangle$, this gives

$$E^{(2)}=\sum_{ij}e_{ij},\qquad
e_{ij}=\sum_{ab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Freezing an orbital deletes its pairs. It changes neither the Hartree–Fock orbitals nor the remaining terms. At every geometry, therefore,

$$E_{\text{corr}}=E_{\text{frozen}}+E_{dv}+E_{dd}.$$

Here $E_{dv}$ contains the 3d–valence pairs, counted in both orders, and $E_{dd}$ the 3d–3d pairs. This additivity belongs to MP2 with canonical orbitals. In coupled-cluster theory the pair amplitudes depend on one another.

The 40 electrons fill ten deep-core, five 3d and five valence orbitals. The computed 3d energies lie between $-1.179$ and $-1.170\,E_h$, and the lowest valence orbital is at $-0.906\,E_h$. The highest deep-core orbital is much lower, at $-4.460\,E_h$. By Mulliken analysis each 3d orbital has at least 0.991 of its population in Ga d functions, and no valence orbital has more than 0.012. The 3d shell is thus well defined, although it is close in energy to the valence shell.

### Force divided by stiffness

Let $\mathbf g$ be the gradient of $E_{dv}+E_{dd}$ at the frozen-3d minimum, and let subscripts on $E$ denote second derivatives of the frozen energy. To first order the new minimum satisfies

$$E_{rr}\,\delta r+E_{ra}\,\delta a=-g_r,\qquad E_{ra}\,\delta r+E_{aa}\,\delta a=-g_a.$$

The second equation gives $\delta a=-(g_a+E_{ra}\delta r)/E_{aa}$. Substitution in the first gives

$$\delta r=-\frac{g_r-(E_{ra}/E_{aa})\,g_a}{k},\qquad k=E_{rr}-\frac{E_{ra}^2}{E_{aa}}.$$

The numerator is the slope along $r$ corrected for the angle, and $k$ is the stiffness when the angle relaxes. Coupling of $R$ to the other coordinates is neglected here. The numerator is linear in the added energy, so the shift divides into $dv$ and $dd$ parts.

### Numerical optimisation

Density fitting supplied the two-electron integrals. All three coordinates were first optimised in a smaller basis: def2-SVP with one d function (exponent 4.0 bohr$^{-2}$) and one f function (3.0) added on Ga. Energies at four values of $r$ from 1.96 to 2.11 Å defined a cubic. Displacements of $R$ and $a$ supplied quadratics, and one joint displacement supplied the $r$–$a$ coupling. New energies on either side of the minima measured the remaining force, which moved $r$ by 0.00002 Å.

| Smaller basis | $r$ (Å) | $R$ (Å) | angle (°) |
|---|---:|---:|---:|
| 3d frozen | 2.0504 | 1.1040 | 111.39 |
| 3d correlated | 2.0220 | 1.1038 | 111.22 |

The methyl group hardly changes. The bond length was then optimised again in a core-valence basis of 125 functions: def2-TZVPP on Ga and C, def2-SVP on H, and added Ga functions with exponents 3.0 (p), 4.0 (d), 6.0 and 2.0 (f), and 4.0 (g). These exponents place functions in the region of the 3d shell. They are round choices, not a published core-valence set. The methyl geometry and its response were carried over from the smaller basis, so this is a composite optimisation.

At $r=2.01$ Å, $R=1.105$ Å and an angle of 111.0°, the larger basis gives

$$E_{dv}=-0.0559\,E_h,\qquad E_{dd}=-0.3189\,E_h,$$

compared with $-0.2284\,E_h$ from the valence pairs. The optimised lengths are

$$r_{\text{frozen}}=2.0573\ \text{Å},\qquad r_{\text{corr}}=2.0178\ \text{Å},$$

$$\boxed{\Delta r=2.0178-2.0573=-0.0395\ \text{Å}\approx-0.04\ \text{Å}.}$$

The further decimals serve only for comparisons within this basis.

A separate calculation at the mean of the two minima gave a 3d pair energy within $4\times10^{-6}\,E_h$ of the value from the composite surface.

### Which pairs shorten the bond

At the frozen minimum $k=0.4111\,E_h/$Å$^2$, or 179 N/m. The first-order formula gives

$$\delta r_{dv}=-0.0488\ \text{Å},\qquad \delta r_{dd}=+0.0114\ \text{Å},\qquad \delta r=-0.0374\ \text{Å}.$$

Multiplication by $-k$ recovers the slopes: $+0.0201\,E_h/$Å for the 3d–valence pairs and $-0.0047\,E_h/$Å for the 3d–3d pairs. The former pull carbon inwards, and the latter push it outwards with about a quarter of that strength in this basis. The division is less settled than the sum: with cc-pCVTZ on Ga, cc-pVTZ on C and cc-pVDZ on H, the slopes near $r=2.04$ Å at fixed methyl geometry are $+0.026$ and $-0.011\,E_h/$Å, each uncertain by about 0.001. The 3d–3d energy is nearly six times the larger, yet it has the smaller effect, because a bond length responds to a slope and not to an energy. The sign of the second slope means that 3d–3d correlation weakens as carbon approaches; the calculation does not show why.

The first-order shift is 5% smaller in magnitude than the difference of the minima. The net slope is $0.4111\times0.0374=0.0154\,E_h/$Å. Dividing it by the actual displacement gives a mean stiffness of $0.0154/0.0395=0.39\,E_h/$Å$^2$ for the correlated surface between the minima. This is softer than the 0.41 used in the first-order formula, and it accounts for the larger movement.

## Comparison of the two results

The dispersion estimate has the right sign and about half the size of the MP2 result: $-0.021$ against $-0.040$ Å. The 3d–valence part alone is $-0.049$ Å, 2.3 times as large, and it is not a pure 3d–methyl term, because it also contains correlation with the gallium lone pair. The agreement with the total is therefore helped by opposing terms that the estimate leaves out.

The energies show what the simple model can represent. At 2.0 Å it gives $U=-0.18/64=-0.0028\,E_h$, only 5% of $E_{dv}$. If all of $E_{dv}$ varied as $r^{-6}$, its slope would be

$$\frac{6\times0.0559}{2.01}=0.167\,E_h/\text{Å},$$

eight times the slope found. Most of $E_{dv}$ therefore does not follow that law. Localising the valence orbitals by the Boys criterion shows where it comes from. With cc-pCVTZ on Ga, cc-pVTZ on C and cc-pVDZ on H, near $r=2.04$ Å, the parts of $E_{dv}$ are:

| Valence pair | energy ($E_h$) | slope ($E_h/$Å) |
|---|---:|---:|
| Ga lone pair | −0.0377 | −0.009 |
| Ga–C bond | −0.0162 | +0.024 |
| three C–H bonds | −0.0035 | +0.011 |

The lone pair, which stays on gallium when carbon moves, supplies about two thirds of the energy but pushes carbon slightly outwards. The largest inward pull comes from correlation between the 3d shell and the Ga–C bond pair. The last digit of each entry is uncertain, and the split depends on the localisation: the Pipek–Mezey criterion moves about $0.0015\,E_h$ from the bond to the lone pair, but changes the slopes by less than $0.001\,E_h/$Å.

The scaling law is still useful in its own regime. For well-separated closed-shell fragments, the 3d contribution to the dispersion attraction is proportional to $\alpha_d$ at fixed excitation energies and falls as $r^{-6}$. It cannot be followed by stretching this molecule in the present treatment, because a closed-shell reference does not describe the breaking of the Ga–C bond into radicals.

## Reliability and the real molecule

The basis matters most among the effects measured here. The smaller basis gives $\Delta r=-0.0284$ Å, so the larger one changes the result by $-0.011$ Å, or 28% of its final value. The two lengths move in opposite directions, by $+0.007$ Å with 3d frozen and $-0.004$ Å with 3d correlated. Valence and tight functions were enlarged together, so the change cannot be assigned to either. No still larger basis was run, and this change exceeds 0.01 Å, so even the first digit of the 0.04 Å shortening is not shown to be converged. With cc-pCVTZ on Ga, cc-pVTZ on C and cc-pVDZ on H, at fixed methyl geometry, the change is $-0.036$ Å, which supports the sign and the rough size. Methyl functions also compensate for missing functions on gallium at short distance, which exaggerates the contraction. A counterpoise estimate, using a Ga$^+$ ion with the methyl basis functions but no methyl nuclei or electrons, attributes about 0.007 Å of the shortening in the 125-function basis to this effect. With cc-pCVTZ on Ga the same estimate is about 0.003 Å, so after this correction both bases give about $-0.033$ Å. A shortening of 0.03 to 0.04 Å is therefore a fairer reading than the boxed digits.

Other omissions were sized from the slope they add between 2.01 and 2.06 Å, divided by $k$. Correlating Ga 3s and 3p as well shortens the bond by a further 0.005 Å in the 125-function basis, but lengthens it by 0.002 Å with cc-pCVTZ on Ga, cc-pVTZ on C and cc-pVDZ on H. The sign of this small correction is therefore not settled. Scalar relativity, roughly estimated with a spin-free two-component Hamiltonian in the smaller basis, whose contractions are non-relativistic, shortens it by 0.002 Å with 3d frozen and 0.003 Å with 3d correlated, and so alters $\Delta r$ by only about $-0.001$ Å. The error of MP2 itself was not evaluated, and it may exceed these corrections.

GaCH$_3$ is of interest as a possible gas-phase fragment of trimethylgallium in vapour-phase growth, where it is hot and vibrating. Treat Ga and CH$_3$ as two masses on an anharmonic spring with third derivative $F_3$. The mean force vanishes, $k\langle x\rangle+\tfrac12F_3\langle x^2\rangle=0$, so

$$\langle x\rangle=-\frac{F_3\langle x^2\rangle}{2k}.$$

With the zero-point value $\langle x^2\rangle=\hbar/2\mu\omega$, where $\mu$ is the reduced mass and $\omega=\sqrt{k/\mu}$, the correlated surface gives a lengthening of 0.0055 Å. At temperature $T$, $\langle x^2\rangle$ grows by the factor $\coth(\hbar\omega/2k_BT)$. For masses of 69.7 and 15.0 u and $k=184.7$ N/m, $\omega=9.5\times10^{13}$ s$^{-1}$. At 900 K, a rough growth temperature, the factor is 2.6 and the vibrational lengthening is about 0.014 Å to leading order in $F_3$. Centrifugal stretching by rotation, classically $2k_BT/(kr)$ for this two-mass model, adds about 0.007 Å. This moves the average length at either level and should not be confused with $\Delta r$. Bonding to a surface or to other Ga(I) centres breaks the assumption of an isolated monomer more severely, and the present numbers do not apply there.
